# Why graphene's charge is half its final quantum capacitance times potential: verification in Python

```python
"""
Result under test: for ideal graphene at zero temperature, filled from
neutrality, (final quantum capacitance)*(channel potential) = 2*(charge).
V: Fermi energy from the Dirac point / elementary charge, in volts.
Q: charge per area; C = dQ/dV; hv = hbar*velocity in eV nm.
Internally, energy is in eV, length in nm, and charge in elementary charges.
The other functions size effects left out of the ideal result.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, spence, ellipkm1, ellipe

# Rough typical graphene and device parameters
lattice = 0.246          # nm
hopping = 3.0            # eV
potential = 0.30         # V
oxide_thickness = 5.0    # nm
oxide_kappa = 16.0
substrate_kappa = 3.9
temperature = 300.0      # K
disorder = 0.05          # eV, standard deviation
second_hopping = 0.10    # eV
trap_density = 1.0e12    # per cm2 per eV
breakdown_field = 4.0    # MV/cm
dirac_barrier = 2.0      # eV, Dirac point to oxide conduction band
tunnel_mass = 0.20       # free-electron masses
exchange_cutoff = 10.0   # 1/nm

hv = np.sqrt(3) * lattice * hopping / 2
kT = const.k * temperature / const.e
to_uC = const.e * 1e18 * 100       # e/nm2 to uC/cm2
cox_uF = const.epsilon_0 * oxide_kappa / (oxide_thickness * 1e-9) * 100
cox = cox_uF / to_uC               # e/(nm2 V)


def charge(v):
    return np.sign(v) * v**2 / (np.pi * hv**2)


def capacitance(v):
    return 2 * abs(v) / (np.pi * hv**2)


# Explicit state counting in a periodic box
radius = 400
m = np.arange(-450, 451)
mode = np.hypot(m[:, None], m[None, :]) / radius
cone_energy = potential * mode
parabola_energy = potential * mode**2


def count(energies, limit):
    return np.count_nonzero(energies <= limit)


def counted_slope(energies, v):
    step = 0.05 * v
    return (count(energies, v + step) - count(energies, v - step)) / (2 * step)


box_length = 2 * np.pi * radius * hv / potential
n_box = 4 * count(cone_energy, potential) / box_length**2
assert abs(n_box / charge(potential) - 1) < 5e-3
cone_slope = counted_slope(cone_energy, potential)
ratio_box = cone_slope * potential / count(cone_energy, potential)
ratio_parabola = (counted_slope(parabola_energy, potential) * potential
                  / count(parabola_energy, potential))
assert abs(ratio_box - 2) < 0.01       # finite-box boundary error
assert abs(ratio_parabola - 1) < 0.01
start = 0.10
added = count(cone_energy, potential) - count(cone_energy, start)
ratio_doped = cone_slope * (potential - start) / added
assert abs(ratio_doped - 2 * potential / (potential + start)) < 0.01


# Density from constant-energy contours of the honeycomb lattice
def lattice_density(energy, t2=0.0):
    angles = np.arange(48) * 2 * np.pi / 48
    radii = []
    for angle in angles:
        def mismatch(r):
            kx = 4 * np.pi / (3 * lattice) + r * np.cos(angle)
            ky = r * np.sin(angle)
            p1 = lattice * (kx / 2 + np.sqrt(3) * ky / 2)
            p2 = lattice * (-kx / 2 + np.sqrt(3) * ky / 2)
            f = abs(1 + np.exp(1j * p1) + np.exp(1j * p2))
            return hopping * f - t2 * f**2 - energy
        radii.append(brentq(mismatch, 0, 2 * energy / hv,
                            xtol=1e-14, rtol=1e-12))
    area = np.pi * np.mean(np.square(radii))
    return 4 * area / (2 * np.pi)**2


def lattice_ratio(v, t2=0.0):
    step = 0.01 * v
    slope = (lattice_density(v + step, t2)
             - lattice_density(v - step, t2)) / (2 * step)
    return slope * v / lattice_density(v, t2)


assert abs(lattice_density(0.02) / charge(0.02) - 1) < 2e-4
assert abs(lattice_ratio(0.02) - 2) < 5e-4
ratio_curved = lattice_ratio(potential)
ratio_asymmetric = lattice_ratio(potential, second_hopping)


# Thermal formulas and their defining Fermi integral
def thermal_charge(v, heat):
    eta = v / heat
    bracket = eta**2 + np.pi**2 / 3 + 4 * spence(1 + np.exp(-eta))
    return heat**2 * bracket / (np.pi * hv**2)


def thermal_capacitance(v, heat):
    eta = v / heat
    return (2 * heat * (eta + 2 * np.log1p(np.exp(-eta)))
            / (np.pi * hv**2))


def fermi_charge(v, heat):
    def integrand(energy):
        occupied = expit((v - energy) / heat) - expit((-v - energy) / heat)
        return 2 * energy / (np.pi * hv**2) * occupied
    return quad(integrand, 0, v + 45 * heat, points=[v],
                epsabs=1e-13, epsrel=1e-11, limit=200)[0]


def thermal_ratio(v, heat=kT):
    return thermal_capacitance(v, heat) * v / thermal_charge(v, heat)


for v in (0.02, 0.10, potential):
    assert abs(fermi_charge(v, kT) / thermal_charge(v, kT) - 1) < 1e-6
    dv = 1e-3
    slope = (fermi_charge(v + dv, kT) - fermi_charge(v - dv, kT)) / (2 * dv)
    assert abs(slope / thermal_capacitance(v, kT) - 1) < 1e-3
assert abs(thermal_ratio(0.001) - 1) < 1e-3
assert abs(thermal_ratio(potential, kT / 100) - 2) < 1e-3
sommerfeld_ratio = 2 / (1 + np.pi**2 * kT**2 / (3 * potential**2))
assert abs(thermal_ratio(potential) - sommerfeld_ratio) < 1e-3

# Gaussian average over local potentials
u = np.linspace(-10 * disorder, 10 * disorder, 20001)
weight = np.exp(-u**2 / (2 * disorder**2))
weight /= weight.sum()
disorder_charge = np.sum(weight * charge(potential + u))
disorder_capacitance = np.sum(weight * capacitance(potential + u))
ratio_disorder = disorder_capacitance * potential / disorder_charge
assert abs(ratio_disorder
           - 2 * potential**2 / (potential**2 + disorder**2)) < 1e-5


# Bare exchange at the Fermi wave number, in units e2*k/kappa
def exchange_factor(cutoff_ratio):
    def angular(q):
        kk = ellipkm1(((1 - q) / (1 + q))**2)
        ee = ellipe(4 * q / (1 + q)**2)
        plain = 4 * q * kk / (1 + q)
        cosine = 2 * ((1 + q**2) * kk / (1 + q) - (1 + q) * ee)
        return plain, cosine
    filled_valence = sum(quad(lambda q: angular(q)[1], a, b, limit=200)[0]
                         for a, b in ((0, 1), (1, 2), (2, cutoff_ratio)))
    filled_conduction = quad(lambda q: sum(angular(q)), 0, 1, limit=200)[0]
    return (filled_valence - filled_conduction) / (4 * np.pi)


k_fermi = potential / hv
mean_kappa = (oxide_kappa + substrate_kappa) / 2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9 / mean_kappa
alpha = coulomb / hv
bare_hv = hv - coulomb * exchange_factor(exchange_cutoff / k_fermi)


def exchange_potential(k):
    return k * (bare_hv + coulomb * exchange_factor(exchange_cutoff / k))


log_slope = (np.log(exchange_potential(1.02 * k_fermi))
             - np.log(exchange_potential(0.98 * k_fermi))) / np.log(1.02 / 0.98)
ratio_exchange = 2 / log_slope
assert abs(ratio_exchange - 2 / (1 - alpha / 4)) < 2e-3

# Gate electrostatics and its small-signal response
q_true = charge(potential)
c_final = capacitance(potential)
q_false = c_final * potential
gate_voltage = potential + q_true / cox


def charge_at_gate(vg):
    v = brentq(lambda x: x + charge(x) / cox - vg, 0, vg, xtol=1e-13)
    return charge(v)


dv = 1e-4
gate_slope = (charge_at_gate(gate_voltage + dv)
              - charge_at_gate(gate_voltage - dv)) / (2 * dv)
series = 1 / (1 / cox + 1 / c_final)
assert abs(gate_slope / series - 1) < 1e-5
oxide_drop = q_true / cox
field = oxide_drop / oxide_thickness * 10
trap_shift = trap_density * 1e-14 * potential / cox

# Tunnelling through the tilted oxide barrier
channel_barrier = dirac_barrier - potential
gate_barrier = channel_barrier - oxide_drop
assert gate_barrier > 0
decay_unit = np.sqrt(2 * tunnel_mass * const.m_e * const.e) / const.hbar * 1e-9


def decay(x):
    barrier = gate_barrier + oxide_drop * x / oxide_thickness
    return decay_unit * np.sqrt(barrier)


wkb_exponent = 2 * quad(decay, 0, oxide_thickness)[0]
# Logarithmic derivative of the growing Schroedinger solution
wave = solve_ivp(lambda x, y: [decay(x)**2 - y[0]**2, y[0]],
                 (0, oxide_thickness), [decay(0), 0], rtol=1e-9, atol=1e-10)
assert wave.success
assert abs(2 * wave.y[1, -1] / wkb_exponent - 1) < 0.015  # WKB prefactor

print(f"Lattice constant: {lattice:.3f} nm")
print(f"Nearest-neighbour hopping: {hopping:.2f} eV")
print(f"hbar times velocity: {hv:.4f} eV nm")
print(f"Velocity: {hv * 1e-9 * const.e / const.hbar:.3e} m/s")
print(f"Channel potential: {potential:.2f} V")
print(f"Fermi wave number: {k_fermi:.4f} 1/nm")
print(f"Carrier density: {q_true * 1e14:.3e} 1/cm2")
print(f"True charge: {q_true * to_uC:.3f} uC/cm2")
print(f"Final quantum capacitance: {c_final * to_uC:.3f} uF/cm2")
print(f"Average capacitance Q/V: {q_true / potential * to_uC:.3f} uF/cm2")
print(f"False product C*V: {q_false * to_uC:.3f} uC/cm2")
print(f"Ideal ratio C*V/Q: {q_false / q_true:.3f}")
for v in (0.10, 0.20, 0.30):
    print(f"At {v:.2f} V: C = {capacitance(v) * to_uC:.3f} uF/cm2, "
          f"Q = {charge(v) * to_uC:.3f} uC/cm2")
print(f"Ratio from counted cone states: {ratio_box:.3f}")
print(f"Ratio from counted parabolic states: {ratio_parabola:.3f}")
print(f"Counted ratio for start at {start:.2f} V: {ratio_doped:.3f}")
print(f"Oxide thickness: {oxide_thickness:.1f} nm")
print(f"Oxide dielectric constant: {oxide_kappa:.1f}")
print(f"Oxide capacitance: {cox_uF:.3f} uF/cm2")
print(f"Oxide voltage drop: {oxide_drop:.3f} V")
print(f"Gate voltage from neutrality: {gate_voltage:.3f} V")
print(f"Gate voltage from false charge: {potential + q_false / cox:.3f} V")
print(f"Small-signal gate capacitance: {series * to_uC:.3f} uF/cm2")
print(f"Oxide field: {field:.3f} MV/cm")
print(f"Rough breakdown field: {breakdown_field:.1f} MV/cm")
print(f"Field / breakdown field: {field / breakdown_field:.3f}")
print(f"Temperature: {temperature:.0f} K; kT = {kT:.5f} eV")
for v in (0.01, 0.05, 0.10, 0.30):
    print(f"Thermal ratio at {v:.2f} V: {thermal_ratio(v):.3f}")
print(f"Thermal charge at 0.30 V: "
      f"{thermal_charge(potential, kT) * to_uC:.3f} uC/cm2")
print(f"Potential disorder: {disorder:.3f} eV")
print(f"Ratio with disorder: {ratio_disorder:.3f}")
print(f"Ratio with lattice band curvature: {ratio_curved:.4f}")
print(f"Second-neighbour hopping: {second_hopping:.2f} eV")
print(f"Electron ratio with second hopping: {ratio_asymmetric:.4f}")
print(f"Substrate dielectric constant: {substrate_kappa:.1f}")
print(f"Mean surrounding dielectric constant: {mean_kappa:.2f}")
print(f"Coulomb coupling alpha: {alpha:.3f}")
print(f"Ratio with bare exchange: {ratio_exchange:.3f}")
print(f"Interface trap density: {trap_density:.1e} 1/(cm2 eV)")
print(f"Extra gate voltage from traps: {trap_shift:.3f} V")
print(f"Barrier from Dirac point: {dirac_barrier:.2f} eV")
print(f"Tunnelling mass: {tunnel_mass:.2f} free-electron masses")
print(f"Barrier at channel / gate: {channel_barrier:.3f} / "
      f"{gate_barrier:.3f} eV")
print(f"WKB exponent: {wkb_exponent:.2f}")
print(f"WKB transmission: {np.exp(-wkb_exponent):.1e}")
print("all tests passed")
```

Printed output:

```
Lattice constant: 0.246 nm
Nearest-neighbour hopping: 3.00 eV
hbar times velocity: 0.6391 eV nm
Velocity: 9.710e+05 m/s
Channel potential: 0.30 V
Fermi wave number: 0.4694 1/nm
Carrier density: 7.013e+12 1/cm2
True charge: 1.124 uC/cm2
Final quantum capacitance: 7.491 uF/cm2
Average capacitance Q/V: 3.745 uF/cm2
False product C*V: 2.247 uC/cm2
Ideal ratio C*V/Q: 2.000
At 0.10 V: C = 2.497 uF/cm2, Q = 0.125 uC/cm2
At 0.20 V: C = 4.994 uF/cm2, Q = 0.499 uC/cm2
At 0.30 V: C = 7.491 uF/cm2, Q = 1.124 uC/cm2
Ratio from counted cone states: 2.000
Ratio from counted parabolic states: 1.000
Counted ratio for start at 0.10 V: 1.500
Oxide thickness: 5.0 nm
Oxide dielectric constant: 16.0
Oxide capacitance: 2.833 uF/cm2
Oxide voltage drop: 0.397 V
Gate voltage from neutrality: 0.697 V
Gate voltage from false charge: 1.093 V
Small-signal gate capacitance: 2.056 uF/cm2
Oxide field: 0.793 MV/cm
Rough breakdown field: 4.0 MV/cm
Field / breakdown field: 0.198
Temperature: 300 K; kT = 0.02585 eV
Thermal ratio at 0.01 V: 1.018
Thermal ratio at 0.05 V: 1.317
Thermal ratio at 0.10 V: 1.665
Thermal ratio at 0.30 V: 1.952
Thermal charge at 0.30 V: 1.151 uC/cm2
Potential disorder: 0.050 eV
Ratio with disorder: 1.946
Ratio with lattice band curvature: 2.0034
Second-neighbour hopping: 0.10 eV
Electron ratio with second hopping: 2.0101
Substrate dielectric constant: 3.9
Mean surrounding dielectric constant: 9.95
Coulomb coupling alpha: 0.226
Ratio with bare exchange: 2.120
Interface trap density: 1.0e+12 1/(cm2 eV)
Extra gate voltage from traps: 0.017 V
Barrier from Dirac point: 2.00 eV
Tunnelling mass: 0.20 free-electron masses
Barrier at channel / gate: 1.700 / 1.303 eV
WKB exponent: 28.06
WKB transmission: 6.5e-13
all tests passed
```
